# Beyer-Swinehart state counting and bin convergence for a decomposing model precursor

## Result

Let a molecule have $s$ independent harmonic modes with wavenumbers $\nu_i>0$. Energies are in cm$^{-1}$, the natural unit here, and are measured from the zero-point level. The number of vibrational states up to $E$ is

$$W(E)=\#\Big\{(n_1,\ldots,n_s):\ n_i=0,1,2,\ldots,\ \sum_i n_i\nu_i\le E\Big\}.$$

Choose a bin width $d<2\nu_{\min}$, round each $\nu_i/d$ to the nearest integer $q_i$ (halves upward), and put $\nu_i'=q_id$. The Beyer-Swinehart recurrence counts the states of the rounded oscillators without further error. If

$$\varepsilon=\max_i\frac{|\nu_i'-\nu_i|}{\nu_i},$$

its result $W_d(E)$ obeys

$$W\!\left(\frac{E}{1+\varepsilon}\right)\le W_d(E)\le W\!\left(\frac{E}{1-\varepsilon}\right).\tag{1}$$

When $E$ is not itself a level, $W_d(E)=W(E)$ for every sufficiently small $d$. The approach to this value need not be monotone: in the example below, a bin of 10 cm$^{-1}$ does better than bins of 5 or 2 cm$^{-1}$.

## The recurrence

Let $a_j$ be the number of states of the modes treated so far whose rounded energy is $jd$. Add a mode with $q$ bins per quantum. Its quantum number can be $0,1,2,\ldots$, so the new counts are

$$b_j=a_j+a_{j-q}+a_{j-2q}+\cdots,$$

where entries with negative index are zero. Everything after the first term is the same sum started at $j-q$. Hence

$$b_j=a_j+b_{j-q}.\tag{2}$$

With no modes there is one state, at zero energy. Induction over the modes proves the count. Equivalently, each mode multiplies the generating function by $1+x^q+x^{2q}+\cdots=1/(1-x^q)$, so that

$$\sum_j c_jx^j=\prod_{i=1}^s\frac1{1-x^{q_i}}.$$

Equation (2) can be carried out in place if $j$ rises, because entry $j-q$ then already holds its new value:

```
input: wavenumbers nu[1..s], bin d, maximum energy Emax
M = floor(Emax/d)
c[0] = 1;  c[1..M] = 0
for i = 1..s:
    q = floor(nu[i]/d + 1/2)
    require q >= 1
    for j = q..M, rising:
        c[j] = c[j] + c[j-q]
W[0] = c[0]
for j = 1..M:
    W[j] = W[j-1] + c[j]
return c, W
```

The count up to $E$ is $W[\lfloor E/d\rfloor]$, since $jd\le E$ means $j\le\lfloor E/d\rfloor$. Cutting the array at $M$ does no harm to lower entries, because each entry depends on lower indices.

If $j$ falls instead, $c_{j-q}$ still holds its old value. The update becomes $b_j=a_j+a_{j-q}$, with factor $1+x^q$, and each mode can hold at most one quantum.

## A count that can be followed by hand

The small test set has the chosen wavenumbers 211, 347, 523, 877 and 1291 cm$^{-1}$. With $d=100$ cm$^{-1}$, the quanta occupy 2, 3, 5, 9 and 13 bins. Up to 600 cm$^{-1}$ the array has entries 0 to 6:

- After the first mode: $1,0,1,0,1,0,1$.
- After the second: $1,0,1,1,1,1,2$. The last entry is $1+b_3=1+1$.
- After the third: $1,0,1,1,1,2,2$. Entry 5 gains $b_0=1$, while entry 6 gains $b_1=0$.

The last two modes need more than six bins and change nothing. The sum is 8.

The true levels in this range are 0, 211, 347, 422, 523 and 558 cm$^{-1}$, which are six. The two extra states come from rounding. Three quanta of the first mode cost 633 cm$^{-1}$ but are placed at 600; two quanta of the second cost 694 cm$^{-1}$ and are also placed at 600. A falling loop with $d=1$ cm$^{-1}$ gives 5, since it loses the doubly excited level at 422 cm$^{-1}$.

## Cost and numerical stability

If all $q_i\le M$, the mode loops need

$$N_{\rm add}=\sum_{i=1}^s(M-q_i+1)$$

additions; a mode with $q_i>M$ needs none. The cumulative sum adds $M$ more. Memory is proportional to $M+1$. At fixed maximum energy, halving $d$ therefore roughly doubles both time and memory. The number of states does not enter.

For the 15-mode model used below, counting to 20000 cm$^{-1}$ with $d=1$ cm$^{-1}$ takes 289552 additions in the mode loops. They count $9.23\times10^{13}$ states, far too many to list.

Integer arithmetic has no roundoff, but a fixed-width integer can overflow. Floating-point arithmetic is also stable here, because all terms are non-negative and no subtraction occurs. To bound its error, follow the contribution of one state. In mode $i$ it passes through at most $n_i+1$ additions. Since $\sum_i n_iq_i\le M$, the total is at most

$$D=\left\lfloor\frac{M}{q_{\min}}\right\rfloor+s.$$

Each addition multiplies its result by a factor between $1-u$ and $1+u$, where $u$ is the unit roundoff. The relative error of $c_j$ is thus at most $(1+u)^D-1$, approximately $Du$ when $Du\ll1$. The cumulative sum contributes up to $M$ further factors. This bound assumes no overflow.

## Error bounds and exact counts

For one set of quantum numbers write $S=\sum_i n_i\nu_i$ and $S'=\sum_i n_i\nu_i'$. By the definition of $\varepsilon$, $(1-\varepsilon)\nu_i\le\nu_i'\le(1+\varepsilon)\nu_i$. Multiplication by $n_i\ge0$ and summation give

$$(1-\varepsilon)S\le S'\le(1+\varepsilon)S.$$

If $S\le E/(1+\varepsilon)$, then $S'\le E$, so the state is counted. This proves the left side of (1). If a state is counted, then $S'\le E$ and $S\le E/(1-\varepsilon)$, which proves the right side. The condition $d<2\nu_{\min}$ ensures $\varepsilon<1$. Nearest-integer rounding also gives $|\nu_i'-\nu_i|\le d/2$, hence

$$\varepsilon\le\frac{d}{2\nu_{\min}}.\tag{3}$$

Now let $E$ lie strictly between neighbouring levels $E_-$ and $E_+$. Both bounds in (1) equal $W(E)$ if $E/(1+\varepsilon)\ge E_-$ and $E/(1-\varepsilon)<E_+$. For $E_->0$ these conditions read

$$\varepsilon\le\frac{E}{E_-}-1,\qquad \varepsilon<1-\frac{E}{E_+}.\tag{4}$$

If $E_-=0$, the first condition holds automatically. By (3), both are met once $d$ is small enough.

At 600 cm$^{-1}$ the neighbours are 558 and 633 cm$^{-1}$, and the limits in (4) are 0.0753 and 0.0521. The second is $33/633$, so (3) guarantees an exact count if $d<2(211)(33/633)=22$ cm$^{-1}$. The largest integer width covered by (3) is 21 cm$^{-1}$. This condition is sufficient, not necessary. A larger bin is still guaranteed by (4) if its actual $\varepsilon$ is small enough, as at 35 cm$^{-1}$, where $\varepsilon=3/347$. The first integer width that fails is 25 cm$^{-1}$, which rounds 211 to 200 and places the level 633 at 600.

The restriction on $E$ matters. At $E=633=3\times211$ cm$^{-1}$ the true count is 7, but $d=2$ cm$^{-1}$ gives 6. The mode at 211 is rounded to 212, and its third excited level moves to 636. The same loss occurs at arbitrarily small widths $d=2/(2k+1)$ cm$^{-1}$, with $k$ a non-negative integer. Then $211/d$ is a half-integer, the mode is rounded up by $d/2$, and the level moves to $633+3d/2$. Some other widths, such as 1 cm$^{-1}$, keep it in place.

## Size and sign of the error

The bounds allow all modes to err in the same direction. A sharper estimate follows from the generating function. At a bin edge $E=Md$, the cumulative count is the coefficient of $x^M$ in

$$G(x)=\frac1{1-x}\prod_i\frac1{1-x^{q_i}},$$

because the extra factor sums all lower entries. Partial fractions split this coefficient into contributions from the poles of $G$. At $x=1$ the pole has order $s+1$. If the $q_i$ have no common factor, any other pole has order at most $s-1$, since no root of unity other than 1 makes all $x^{q_i}=1$. The other poles therefore contribute at most order $M^{s-2}$.

For the pole at 1, put $x=e^{-u}$. The coefficient is a contour integral of $x^{-M-1}G(x)/(2\pi i)$ around zero. The pole at 1 lies outside this contour and contributes minus its residue. The change of variable supplies $dx=-e^{-u}du$, and the two minus signs cancel. The contribution is the residue at $u=0$ of

$$\frac{e^{Mu}}{(1-e^{-u})\prod_i(1-e^{-q_iu})}.$$

For any $a>0$,

$$\frac1{1-e^{-au}}=\frac{e^{au/2}}{2\sinh(au/2)}=\frac{e^{au/2}}{au}\,[1+O(u^2)].$$

Applying this to all $s+1$ factors gives

$$\frac{\exp\{u[M+(1+\sum_iq_i)/2]\}}{u^{s+1}\prod_iq_i}\,[1+O(u^2)].$$

The residue is the coefficient of $u^s$ in the numerator. After multiplication of numerator and denominator by $d^s$, the two leading orders in $E$ are contained in

$$W_d(E)\simeq\frac{\left(E+\frac12\sum_i\nu_i'+\frac d2\right)^s}{s!\prod_i\nu_i'}.\tag{5}$$

At high energy, $E\gg s\nu_i$, the denominator dominates the effect of shifting a single mode: rounding it down increases the count. When shifts of opposite sign nearly cancel in the denominator, the bracket can matter more. The half-sum is the rounded zero-point energy. The final $d/2$ arises because a bin edge includes all states placed on it. Subtracting half the last entry, $c_M/2$, removes this edge term to leading order, since $c_M\simeq d\,dW_d/dE$.

If the $q_i$ have common factor $g>1$, the rounded levels really have spacing $gd$. Formula (5) then applies with $gd$ in place of $d$, at an energy that is a multiple of $gd$.

## Convergence at 10000 cm$^{-1}$

Explicit enumeration finds 40095 states of the small set up to 10000 cm$^{-1}$. The table gives errors relative to this count. The estimate is the ratio of (5) at width $d$ to (5) at 1 cm$^{-1}$, minus one.

| $d$ / cm$^{-1}$ | $W_d$ | error / % | estimate / % |
|---:|---:|---:|---:|
| 100 | 50048 | +24.82 | +24.85 |
| 50 | 42920 | +7.05 | +7.02 |
| 20 | 39304 | −1.97 | −1.94 |
| 10 | 40144 | +0.12 | +0.14 |
| 5 | 40471 | +0.94 | +0.98 |
| 2 | 39687 | −1.02 | −1.01 |
| 1 | 40095 | 0 | 0 |

The last row is exact because all chosen wavenumbers are integers, so $\varepsilon=0$. Wavenumbers with decimals would not in general give this result at 1 cm$^{-1}$.

The small error at 10 cm$^{-1}$ is a cancellation. The modes shift by $-1,+3,-3,+3,-1$ cm$^{-1}$, and

$$\sum_i\frac{\nu_i'-\nu_i}{\nu_i}=-\frac1{211}+\frac3{347}-\frac3{523}+\frac3{877}-\frac1{1291}=0.0008.$$

The denominator of (5) thus lowers the count by about 0.08%. The bracket rises from 11625 to 11630 cm$^{-1}$, which raises the count by about $5\times5/11625=0.22\%$. The net first-order estimate is +0.13%.

At 2 cm$^{-1}$ every wavenumber is odd, so every mode is rounded up by 1 cm$^{-1}$. The denominator then gives −1.14%, and the bracket gives back 0.13%. No mode shifts further than it does at 10 cm$^{-1}$, yet the total error is larger because all the shifts have the same sign.

At 100 cm$^{-1}$, leaving out the edge term changes the estimate from +24.85% to +22.20%, further from the observed +24.82%. Most of that error is due to frequency rounding, but the edge is visible.

Except at 1 cm$^{-1}$, where both vanish, the width of the rigorous interval (1) is at least four times the actual error. For 10 cm$^{-1}$ it runs from 38610 to 41615, or from −3.7% to +3.8% relative to the true count. Enumeration confirmed (1) for all seven widths at every integer energy from 0 to 10000 cm$^{-1}$.

A convergence check should therefore use several widths and energies. Agreement between two widths can be accidental. Formula (5) helps to recognise such cancellation at high energy, but only as a ratio between widths, in which the omitted orders largely cancel. As an absolute count it is 1.8% too high for the small set at 10000 cm$^{-1}$, 23% too high for the 15 precursor modes below at 20000 cm$^{-1}$, and too large by a factor of 4.7 for the 14 transition-state modes at 4000 cm$^{-1}$. It does not resolve individual levels near threshold.

## From counts to a decomposition rate

Consider one decomposition channel with threshold $E_0$, measured between the zero-point levels of the precursor and the transition state. Assume that energy is distributed microcanonically, that each outward crossing leads to products, and that motion along the reaction coordinate is classical. Rotation is omitted and the path degeneracy is one.

Let this coordinate have momentum $p$ and mass $\mu$, and let $\epsilon_n$ be the transition-state vibrational levels. In ordinary energy units, the outward flux of states per unit energy is

$$\sum_n\int_0^\infty\frac{dp}{h}\,\frac p\mu\,\delta\!\left(E-E_0-\epsilon_n-\frac{p^2}{2\mu}\right).$$

With $t=p^2/2\mu$ and $dt=(p/\mu)dp$, each state with $\epsilon_n\le E-E_0$ contributes $1/h$. The flux is $W^\ddagger(E-E_0)/h$. Division by the precursor's density of states gives the rate. If $\rho$ is expressed per cm$^{-1}$, the density per unit energy is $\rho/(hc)$, and

$$k(E)=\frac{c\,W^\ddagger(E-E_0)}{\rho(E)},\tag{6}$$

with $c$ in cm/s.

The example has 15 precursor modes, including the five above, 14 transition-state modes and $E_0=16000$ cm$^{-1}$ (191.4 kJ/mol). These are chosen model parameters; the full mode lists stand in the numerical output. At $E=20000$ cm$^{-1}$, $\rho$ is averaged over the interval from 50 below to 50 above, with the upper end included. For $d=1$ cm$^{-1}$,

$$k=\frac{(2.998\times10^{10})(6.556\times10^6)}{5.641\times10^{10}}\ {\rm s}^{-1}=3.48\times10^6\ {\rm s}^{-1}.$$

A bin of 10 cm$^{-1}$ gives $3.53\times10^6$ s$^{-1}$, which is 1.3% higher. A bin of 50 cm$^{-1}$ gives $5.76\times10^6$ s$^{-1}$, 65% higher. In the latter case $W^\ddagger$ is 40% too large and $\rho$ is 16% too small, so the errors reinforce each other. The lowest transition-state mode is rounded from 71 down to 50 cm$^{-1}$, while the lowest precursor mode is rounded from 83 up to 100 cm$^{-1}$. Taken alone, these two shifts change $W^\ddagger$ by +39% and $\rho$ by −17%. The other shifts are not all small but largely cancel here: rounding 127 up to 150 cm$^{-1}$ alone lowers $\rho$ by 15%, which is offset by stiffer modes that are rounded down. Soft modes deserve the first check when a width is chosen.

## The thermal stability window

At high pressure, collisions maintain a Boltzmann distribution. Let $\beta=1/(k_BT)$ and let $Q$ and $Q^\ddagger$ be the vibrational partition functions, each measured from its own zero-point level. In ordinary energy units, averaging the rate cancels $\rho$:

$$k_\infty(T)=\frac1{hQ}\int_{E_0}^\infty W^\ddagger(E-E_0)e^{-\beta E}dE.$$

Put $E=E_0+y$. A transition-state level $\epsilon_n$ contributes to $W^\ddagger(y)$ from $y=\epsilon_n$ upward, and

$$\int_{\epsilon_n}^\infty e^{-\beta y}dy=k_BT\,e^{-\beta\epsilon_n}.$$

Summing over $n$ gives

$$k_\infty(T)=\frac{k_BT}{h}\frac{Q^\ddagger}{Q}e^{-E_0/k_BT}.\tag{7}$$

With binned counts, $W^\ddagger$ is constant within each bin and should be integrated there analytically. The edge bias of (5) then does not enter; the rounded frequencies remain. The array must reach high enough for the omitted Boltzmann tail to be negligible.

First-order decay leaves a fraction $e^{-kt}$. Define the delivery ceiling as the temperature at which 1% is lost in one hour, and the reactor floor as that at which 99% decomposes in 0.1 s:

$$k_{\rm del}=-\frac{\ln0.99}{3600\ {\rm s}}=2.79\times10^{-6}\ {\rm s}^{-1},$$

$$k_{\rm react}=-\frac{\ln0.01}{0.1\ {\rm s}}=46.1\ {\rm s}^{-1}.$$

The corresponding temperatures are 534.9 K and 862.5 K. Below the first, the model precursor meets the delivery criterion; above the second, it meets the reactor criterion. Between them it meets neither. Counts with $d=1$ cm$^{-1}$ agree with closed partition functions at both limits.

A 10 cm$^{-1}$ bin lowers the two temperatures by 0.08 and 0.25 K. A 50 cm$^{-1}$ bin lowers them by 5.8 and 14.7 K. Its rate is too high, so each target is reached too early. A large relative error in rate becomes a modest temperature shift because $k_\infty$ rises steeply. If the exponential in (7) dominates the temperature dependence,

$$\Delta T\simeq-\frac{k_BT^2}{E_0}\,\Delta\ln k_\infty .$$

For the same $\Delta\ln k_\infty$, the shift grows as $T^2$, which accounts for most of the difference between the two limits.

At lower pressure the Boltzmann assumption can fail. Suppose each collision, at rate $\omega$, fully restores the thermal distribution $f(E)$, and that overall decay is slow compared with $\omega$. Balancing supply $\omega f$ against loss $(\omega+k)n$ gives $n=f\omega/(\omega+k)$, and hence

$$k_{\rm uni}=\int f(E)\,k(E)\,\frac{\omega}{\omega+k(E)}\,dE\le k_\infty.$$

In this collision model both temperature limits move upward as pressure falls. With a hard-sphere collision rate (diameter 0.5 nm, reduced mass 23 u), the reactor floor of the model is 863 K at $10^5$ Pa, 878 K at $10^3$ Pa and 905 K at $10^2$ Pa, while the delivery ceiling rises only to 537 K at $10^2$ Pa. The value 862.5 K therefore holds near atmospheric pressure and above; in a low-pressure reactor the falloff shift matches or exceeds the binning errors found above. Surface reactions and further channels are outside it and can lower them.

## Failure modes

A mode with $\nu_i<d/2$ is rounded to $q_i=0$. The update would then double every entry, so the input must be rejected or the bin reduced. A very soft mode may also be poorly described as harmonic, which no refinement of $d$ can cure.

Separable anharmonic modes can still be counted. If one mode has levels rounded to bins $r_0,r_1,\ldots$, replace (2) by the sum $b_j=\sum_k a_{j-r_k}$, written to a separate array. The short recurrence is lost because it relied on equal spacing. Coupled modes require levels of the coupled system.

Finally, $c_j/d$ can be zero or strongly irregular where levels are sparse. A density used in (6) then needs a stated averaging window, and its result should be checked against a change of that window as well as of $d$.

## Values computed for the example and the checks

```
Small set wavenumbers (cm^-1): 211 347 523 877 1291
Hand example, bin 100 cm^-1, quanta in bins: 2 3 5 9 13
  counts in bins 0-6 after mode 211 cm^-1: 1 0 1 0 1 0 1
  counts in bins 0-6 after mode 347 cm^-1: 1 0 1 1 1 1 2
  counts in bins 0-6 after mode 523 cm^-1: 1 0 1 1 1 2 2
  counts in bins 0-6 after mode 877 cm^-1: 1 0 1 1 1 2 2
  counts in bins 0-6 after mode 1291 cm^-1: 1 0 1 1 1 2 2
  states up to 600 cm^-1: binned 8  enumerated 6
  true levels up to 600 cm^-1 (cm^-1): 0 211 347 422 523 558
  falling loop, bin 1 cm^-1, states up to 600 cm^-1: 5
  neighbouring levels 558 and 633 cm^-1; eps limits 0.0753 and 0.0521
  largest integer bin guaranteed exact at 600 cm^-1: 21 cm^-1
  E on the level 633 cm^-1: bin 2 cm^-1 gives 6, true 7
Enumerated states up to 10000 cm^-1: 40095
Bin (cm^-1), eps, count, error (%), smooth estimate (%), bounds:
  100 0.13545 50048 +24.824 +24.852 [23232, 75714]
   50 0.05213 42920 +7.046 +7.016 [32191, 50601]
   20 0.04265 39304 -1.973 -1.936 [33446, 48426]
   10 0.00865 40144 +0.122 +0.141 [38610, 41615]
    5 0.00576 40471 +0.938 +0.982 [39088, 41087]
    2 0.00474 39687 -1.018 -1.009 [39258, 40909]
    1 0.00000 40095 +0.000 +0.000 [40095, 40095]
  estimate without edge term, bin 100 cm^-1: +22.196 %
Precursor wavenumbers (cm^-1): 83 127 149 211 263 347 419 523 547 613 701 877 1291 1409 2903
Transition-state wavenumbers (cm^-1): 71 113 137 199 241 331 401 541 607 691 863 1283 1399 2897
Threshold: 16000 cm^-1 = 191.4 kJ/mol
Precursor states up to 20000 cm^-1, bin 1 cm^-1: 9.23036e+13
  same count from contour integral: 9.23036e+13
  additions needed by the recurrence: 289552
Rates at E = 20000 cm^-1, density averaged over 100 cm^-1:
  bin 50 cm^-1: W_ts 9151277, rho 4.7596e+10 per cm^-1, k(E) 5.7641e+06 s^-1
  bin 10 cm^-1: W_ts 6761985, rho 5.7445e+10 per cm^-1, k(E) 3.5289e+06 s^-1
  bin 1 cm^-1: W_ts 6555526, rho 5.6409e+10 per cm^-1, k(E) 3.4840e+06 s^-1
Delivery ceiling (1% lost in 3600 s): k = 2.7918e-06 s^-1
  partition functions: T = 534.919 K
  counts, bin 50 cm^-1: T = 529.132 K
  counts, bin 10 cm^-1: T = 534.843 K
  counts, bin 1 cm^-1: T = 534.919 K
Reactor floor (99% decomposed in 0.1 s): k = 4.6052e+01 s^-1
  partition functions: T = 862.478 K
  counts, bin 50 cm^-1: T = 847.737 K
  counts, bin 10 cm^-1: T = 862.232 K
  counts, bin 1 cm^-1: T = 862.478 K
```
